# Where photon shot noise equals speckle noise in 193 nm exposure: a numerical check

```python
"""Shot noise against speckle noise in a 193 nm exposure.

Result under test: the incident photon count N in a small area A has
    Var N / <N>^2 = 1/(n A) + C^2,   n = dose * wavelength / (h c),
so the two noises are equal at A = h c / (wavelength * dose * C^2).
C: rms relative speckle of the full dose at a point.
Gamma: factor by which averaging over a square reduces speckle variance.
q: 2 pi sigma NA / wavelength, the edge of the disk source in wave number.
eta: probability that an incident photon is absorbed in the resist.
Lengths are in nm, areas in nm^2, energies in J unless labelled.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import j1
from scipy.stats import binom, gamma, poisson

# Inputs; scanner and resist values are rough typical ones
wavelength = 193.0
dose_mj_cm2 = 20.0
contrast = 0.01
numerical_aperture = 1.35
source_fill = 0.9
pulses = 40
resist_thickness = 100.0
absorption_per_um = 1.3
index_water, index_resist = 1.44, 1.70

photon_energy = const.h * const.c / (wavelength * 1e-9)
dose_j_nm2 = dose_mj_cm2 * 1e-3 / 1e14
density = dose_j_nm2 / photon_energy
area_equal = const.h * const.c / (
    wavelength * 1e-9 * dose_j_nm2 * contrast**2)
q = 2 * np.pi * source_fill * numerical_aperture / wavelength
grain_area = wavelength**2 / (np.pi * (source_fill * numerical_aperture)**2)


def count_distribution(doses, weights):
    """Explicit Poisson mixture over a distribution of integrated dose."""
    weights = weights / weights.sum()
    low = int(doses.min() - 9 * np.sqrt(doses.min()))
    high = int(doses.max() + 9 * np.sqrt(doses.max()))
    counts = np.arange(max(low, 0), high + 1)
    probability = poisson.pmf(counts[:, None], doses[None, :]) @ weights
    return counts, probability


def mean_and_variance(counts, probability):
    mean = np.sum(counts * probability)
    return mean, np.sum((counts - mean)**2 * probability)


def gamma_dose(mean):
    doses = mean * (1 + contrast * np.linspace(-8, 8, 401))
    shape = 1 / contrast**2
    return doses, gamma.pdf(doses, shape, scale=mean / shape)


# Count variance for two quite different dose distributions
fano_at_equality = None
for factor in (0.5, 1.0, 2.0):
    expected_mean = density * area_equal * factor
    two_values = expected_mean * np.array([1 - contrast, 1 + contrast])
    for doses, weights in (gamma_dose(expected_mean),
                           (two_values, np.ones(2))):
        mean, variance = mean_and_variance(*count_distribution(doses, weights))
        assert abs(mean / expected_mean - 1) < 1e-7
        assert abs(variance / mean - (1 + factor)) < 1e-5
        if factor == 1.0:
            fano_at_equality = variance / mean

# Absorption as explicit binomial thinning of the full count distribution
eta = 1 - np.exp(-absorption_per_um * 1e-3 * resist_thickness)
incident_mean = density * area_equal
counts, probability = count_distribution(*gamma_dose(incident_mean))
centre = eta * incident_mean
absorbed = np.arange(int(0.5 * centre), int(1.6 * centre))
absorbed_probability = np.zeros(len(absorbed))
for start in range(0, len(counts), 500):
    part = slice(start, start + 500)
    absorbed_probability += binom.pmf(
        absorbed[:, None], counts[None, part], eta) @ probability[part]
mean_abs, variance_abs = mean_and_variance(absorbed, absorbed_probability)
assert abs(mean_abs / centre - 1) < 1e-6
assert abs(variance_abs / mean_abs**2 - (1 / centre + contrast**2)) < 1e-8


def coherence_squared(distance):
    x = np.maximum(q * distance, 1e-9)
    return (2 * j1(x) / x)**2


def averaging_factor(side, points=60):
    """Speckle variance of a square average relative to that at a point."""
    nodes, weights = np.polynomial.legendre.leggauss(points)
    u, w = (nodes + 1) / 2, weights / 2
    triangle = 2 * (1 - u) * w
    separation = side * np.hypot(u[:, None], u[None, :])
    return triangle @ coherence_squared(separation) @ triangle


# Random plane-wave fields from a disk source: contrast and averaging
rng = np.random.default_rng(7)
waves, samples, test_side = 150, 40000, 80.0
index = np.arange(waves)
radius = np.sqrt((index + 0.5) / waves)
angle = index * np.pi * (3 - np.sqrt(5))
nodes, node_weights = np.polynomial.legendre.leggauss(6)
x, y = np.meshgrid(nodes * test_side / 2, nodes * test_side / 2)
box_weights = np.outer(node_weights, node_weights).ravel() / 4
phase = q * (np.outer(radius * np.cos(angle), x.ravel())
             + np.outer(radius * np.sin(angle), y.ravel()))
amplitudes = (rng.standard_normal((samples, waves))
              + 1j * rng.standard_normal((samples, waves)))
intensity = np.abs(amplitudes @ np.exp(1j * phase))**2 / (2 * waves)
point = intensity[:, 0]
box = intensity @ box_weights
point_variance = point.var() / point.mean()**2
box_variance = box.var() / box.mean()**2
four_patterns = point.reshape(-1, 4).mean(axis=1)
four_variance = four_patterns.var() / four_patterns.mean()**2
box_prediction = averaging_factor(test_side)
# Tolerances are several sampling errors of a variance estimate
assert abs(point_variance - 1) < 0.08
assert abs(four_variance / 0.25 - 1) < 0.10
assert abs(box_variance / box_prediction - 1) < 0.08

# Small-square law, monotonic growth and the large-square limit
side_equal = np.sqrt(area_equal)
gamma_equal = averaging_factor(side_equal)
assert abs((1 - gamma_equal) / (q**2 * area_equal / 12) - 1) < 0.02
sides = np.linspace(1, 600, 150)
effective = np.array([s**2 * averaging_factor(s, 100) for s in sides])
assert np.all(np.diff(effective) > 0)
large_side = 1e4
limit_ratio = large_side**2 * averaging_factor(large_side, 500) / grain_area
assert 0.97 < limit_ratio < 1.0  # edge terms fall off as log(side)/side


def crossover(photon_density, dose_contrast):
    """Area of equal noises when speckle averages within the square."""
    target = 1 / (photon_density * dose_contrast**2)
    assert target < grain_area
    return brentq(lambda a: a * averaging_factor(np.sqrt(a), 100) - target,
                  1.0, 1e6)


area_averaged = crossover(density, contrast)
first_order = area_equal * (1 + q**2 * area_equal / 12)
assert abs(area_averaged / first_order - 1) < 5e-4
area_absorbed = crossover(eta * density, contrast)
area_per_pulse = crossover(density, contrast / np.sqrt(pulses))

# Further neglected effects
sine = source_fill * numerical_aperture / index_resist
path_factor = 1 / np.sqrt(1 - sine**2)
eta_edge = 1 - np.exp(-absorption_per_um * 1e-3
                      * resist_thickness * path_factor)
reflection = ((index_resist - index_water)
              / (index_resist + index_water))**2

# The topic's claim itself: near 50 nm^2
assert abs(area_averaged / 50 - 1) < 0.1

print(f"wavelength: {wavelength:.0f} nm; dose: {dose_mj_cm2:.0f} mJ/cm^2")
print(f"speckle contrast of the full dose: {100*contrast:.1f} %")
print(f"photon energy: {photon_energy/const.e:.3f} eV")
print(f"photon energy: {photon_energy:.4e} J")
print(f"dose per area: {dose_j_nm2:.2e} J/nm^2")
print(f"incident photon density: {density:.1f} per nm^2")
print(f"photons at equality: {incident_mean:.0f}")
print(f"equal-noise area, no averaging: {area_equal:.2f} nm^2")
print(f"side of that square: {side_equal:.2f} nm")
print(f"summed count variance / mean there: {fano_at_equality:.4f}")
print(f"total relative noise there: {100*np.sqrt(2)*contrast:.3f} %")
print(f"independent patterns for this contrast: {1/contrast**2:.0f}")
print(f"NA: {numerical_aperture:.2f}; source fill: {source_fill:.2f}")
print(f"source edge q: {q:.5f} per nm")
print(f"speckle grain area: {grain_area:.0f} nm^2")
print(f"C^2 n times grain area: {density*contrast**2*grain_area:.1f}")
print(f"Gamma at equal-noise area: {gamma_equal:.5f}")
print(f"equal-noise area with averaging: {area_averaged:.2f} nm^2")
print(f"first-order estimate of it: {first_order:.2f} nm^2")
print("area (nm^2) | incident shot (%) | speckle (%) | absorbed shot (%)")
for area in (10.0, 50.0, 200.0, 1000.0):
    shot = 100 / np.sqrt(density * area)
    speckle = 100 * contrast * np.sqrt(averaging_factor(np.sqrt(area)))
    print(f"{area:6.0f} | {shot:.3f} | {speckle:.3f} | "
          f"{shot/np.sqrt(eta):.3f}")
print(f"resist thickness: {resist_thickness:.0f} nm")
print(f"absorption coefficient: {absorption_per_um:.1f} per um")
print(f"absorbed fraction, normal path: {100*eta:.1f} %")
print(f"absorbed-photon crossover: {area_absorbed:.0f} nm^2")
print(f"same without speckle averaging: {area_equal/eta:.0f} nm^2")
print(f"refractive indices: water {index_water:.2f}, "
      f"resist {index_resist:.2f}")
print(f"path factor of steepest source ray: {path_factor:.2f}")
print(f"absorbed fraction on that path: {100*eta_edge:.1f} %")
print(f"water-resist reflection, normal: {100*reflection:.2f} %")
print(f"pulses: {pulses}")
print(f"pulse contrast for this dose: {100*contrast*np.sqrt(pulses):.1f} %")
print(f"dose contrast if 1 % is per pulse: "
      f"{100*contrast/np.sqrt(pulses):.3f} %")
print(f"crossover if 1 % is per pulse: {area_per_pulse:.0f} nm^2")
print(f"random-field point variance (theory 1): {point_variance:.3f}")
print(f"four-pattern variance (theory 0.25): {four_variance:.3f}")
print(f"random-field variance, 80 nm square: {box_variance:.3f}")
print(f"Gamma by quadrature, 80 nm square: {box_prediction:.3f}")
print(f"large-square A*Gamma / grain area: {limit_ratio:.4f}")
print("every check passed")
```

Running it gives:

```
wavelength: 193 nm; dose: 20 mJ/cm^2
speckle contrast of the full dose: 1.0 %
photon energy: 6.424 eV
photon energy: 1.0292e-18 J
dose per area: 2.00e-16 J/nm^2
incident photon density: 194.3 per nm^2
photons at equality: 10000
equal-noise area, no averaging: 51.46 nm^2
side of that square: 7.17 nm
summed count variance / mean there: 2.0000
total relative noise there: 1.414 %
independent patterns for this contrast: 10000
NA: 1.35; source fill: 0.90
source edge q: 0.03955 per nm
speckle grain area: 8032 nm^2
C^2 n times grain area: 156.1
Gamma at equal-noise area: 0.99332
equal-noise area with averaging: 51.81 nm^2
first-order estimate of it: 51.81 nm^2
area (nm^2) | incident shot (%) | speckle (%) | absorbed shot (%)
    10 | 2.269 | 0.999 | 6.497
    50 | 1.015 | 0.997 | 2.906
   200 | 0.507 | 0.987 | 1.453
  1000 | 0.227 | 0.939 | 0.650
resist thickness: 100 nm
absorption coefficient: 1.3 per um
absorbed fraction, normal path: 12.2 %
absorbed-photon crossover: 447 nm^2
same without speckle averaging: 422 nm^2
refractive indices: water 1.44, resist 1.70
path factor of steepest source ray: 1.43
absorbed fraction on that path: 17.0 %
water-resist reflection, normal: 0.69 %
pulses: 40
pulse contrast for this dose: 6.3 %
dose contrast if 1 % is per pulse: 0.158 %
crossover if 1 % is per pulse: 2922 nm^2
random-field point variance (theory 1): 1.006
four-pattern variance (theory 0.25): 0.252
random-field variance, 80 nm square: 0.505
Gamma by quadrature, 80 nm square: 0.502
large-square A*Gamma / grain area: 0.9853
every check passed
```
